# Coupled-cluster linear response from the time-averaged quasienergy Lagrangian

## 1. A molecule in an oscillating field

A LiH molecule is exposed to a weak electric field along its axis, oscillating at a frequency below the first electronic resonance. Its dipole follows the field, and the ratio of their amplitudes is the dynamic polarizability. For a static field one differentiates the energy twice. In an oscillating field energy is not conserved, so another function is needed. The coupled-cluster (CC) state raises a second question: its amplitudes come from projected equations and do not minimize an energy, so which quantity should be differentiated, and how far must the amplitudes be expanded?

Atomic units are used. Let $H(t)=H_0+V(t)$, with

$$V(t)=\sum_{s=\pm1}e^{-is\omega t}\sum_X\varepsilon_X(s\omega)X,\qquad \omega\ne0 .$$

The operators $X$ are Hermitian, and a physical field has $\varepsilon_X(-\omega)=\varepsilon_X(\omega)^*$, which makes $V$ Hermitian. The linear response function is defined by the part of $\langle X\rangle(t)$ that oscillates as $e^{-i\omega t}$:

$$\langle X\rangle_\omega=\sum_Y\langle\langle X;Y\rangle\rangle_\omega\,\varepsilon_Y(\omega)+\text{higher orders}. \tag{1}$$

If $z$ is the sum of the electrons' coordinates, a field $\mathcal E$ along $z$ gives $V=+\mathcal E z$, because the electron charge is $-1$. The induced dipole is $-\delta\langle z\rangle$, so $\alpha_{zz}(\omega)=-\langle\langle z;z\rangle\rangle_\omega$.

## 2. The quasienergy replaces the energy

Take first an exact, normalized state $e^{-i\varphi(t)}|\tilde\Psi(t)\rangle$, where $\tilde\Psi$ has the period $2\pi/\omega$ of the field. The Schrödinger equation becomes

$$(H-i\partial_t)|\tilde\Psi\rangle=Q|\tilde\Psi\rangle,\qquad Q=\dot\varphi=\langle\tilde\Psi|H-i\partial_t|\tilde\Psi\rangle .$$

$Q(t)$ is the quasienergy, and braces denote the average over one period. Let a prime denote the derivative with respect to a real field parameter at fixed $\omega$. Then

$$Q'=\langle\tilde\Psi'|(H-i\partial_t)\tilde\Psi\rangle+\langle\tilde\Psi|(H-i\partial_t)\tilde\Psi'\rangle+\langle\tilde\Psi|V'|\tilde\Psi\rangle .$$

The first term is $Q\langle\tilde\Psi'|\tilde\Psi\rangle$. In the second, the product rule moves the time derivative to the left:

$$-i\langle\tilde\Psi|\partial_t\tilde\Psi'\rangle=-i\partial_t\langle\tilde\Psi|\tilde\Psi'\rangle+\langle-i\partial_t\tilde\Psi|\tilde\Psi'\rangle .$$

The second term is therefore $Q\langle\tilde\Psi|\tilde\Psi'\rangle-i\partial_t\langle\tilde\Psi|\tilde\Psi'\rangle$. The two terms in $Q$ add to $Q\langle\tilde\Psi|\tilde\Psi\rangle'=0$, and the derivative of a periodic function averages to zero. Hence $\{Q\}'=\{\langle V'\rangle\}$.

Combining the derivatives with respect to the real and imaginary parts of the field lets us treat $\varepsilon_X(\omega)$ and $\varepsilon_X(-\omega)$ as independent. Since $\varepsilon_X(-\omega)$ multiplies $e^{i\omega t}X$,

$$\frac{d\{Q\}}{d\varepsilon_X(-\omega)}=\{e^{i\omega t}\langle X\rangle\}=\langle X\rangle_\omega,\qquad
\langle\langle X;Y\rangle\rangle_\omega=\left.\frac{d^2\{Q\}}{d\varepsilon_X(-\omega)\,d\varepsilon_Y(\omega)}\right|_0 . \tag{2}$$

For an approximate state, (2) serves as the definition of the response function, with one amendment in section 6.

## 3. Coupled-cluster equations in time

Write the state as $e^{-i\varphi_c(t)}e^{T(t)}|\mathrm{HF}\rangle$, with $T=\sum_\mu t_\mu(t)\tau_\mu$. The orbitals are the field-free Hartree–Fock orbitals and do not follow the field. Each $\tau_\mu$ moves electrons from occupied to virtual orbitals, so the $\tau_\mu$ commute and $\langle\mathrm{HF}|\tau_\mu=0$. The bras satisfy $\langle\mu|\tau_\nu|\mathrm{HF}\rangle=\delta_{\mu\nu}$ and $\langle\mu|\mathrm{HF}\rangle=0$.

Because $T$ and $\dot T$ commute, $e^{-T}\partial_te^T|\mathrm{HF}\rangle=\dot T|\mathrm{HF}\rangle$. Multiplying the Schrödinger equation by $e^{-T}$ gives

$$\left(e^{-T}He^T-i\dot T\right)|\mathrm{HF}\rangle=Q_c|\mathrm{HF}\rangle,\qquad Q_c=\dot\varphi_c .$$

Projection on $\langle\mathrm{HF}|$ and on $\langle\mu|$ yields

$$Q_c=\langle\mathrm{HF}|He^T|\mathrm{HF}\rangle,\qquad
\Omega_\mu-i\dot t_\mu=0,\quad \Omega_\mu=\langle\mu|e^{-T}He^T|\mathrm{HF}\rangle. \tag{3}$$

A truncated model, such as CCSD with single and double excitations, imposes (3) for the retained $\mu$.

The CC state is not normalized to one. Without truncation, let $N(t)$ be the norm of $e^T|\mathrm{HF}\rangle$ and choose $\tilde\Psi=e^T|\mathrm{HF}\rangle/N$. Equality of the two forms of the state requires $e^{-i\varphi_c}N=e^{-i\varphi}$, so $Q_c=Q-i\,d\ln N/dt$. Since $N$ is periodic, $\{Q_c\}=\{Q\}$. The average, unlike the instantaneous value, is insensitive to this normalization. The subscript is now dropped.

## 4. The Lagrangian and its zeroth and first orders

Differentiating $\{Q\}$ directly would require second-order amplitudes. To remove them, add the amplitude equations with multipliers $\bar t_\mu(t)$:

$$\{L\}=\Big\{Q+\sum_\mu\bar t_\mu(\Omega_\mu-i\dot t_\mu)\Big\}. \tag{4}$$

At a solution of (3) the added terms vanish, so $\{L\}=\{Q\}$. We may choose the multipliers to make $\{L\}$ stationary in the amplitudes.

Without a field, $T=T_0$ is constant. Let $|\mathrm{CC}\rangle=e^{T_0}|\mathrm{HF}\rangle$ and define

$$\begin{aligned}
A_{\mu\nu}&=\langle\mu|e^{-T_0}[H_0,\tau_\nu]|\mathrm{CC}\rangle, &
\xi^X_\mu&=\langle\mu|e^{-T_0}X|\mathrm{CC}\rangle,\\
\eta^0_\nu&=\langle\mathrm{HF}|[H_0,\tau_\nu]|\mathrm{CC}\rangle .
\end{aligned}$$

$A$ is the Jacobian of the amplitude equations, and $\xi^X$ is the force that $X$ exerts on the amplitudes. Stationarity with respect to $t_\nu$ gives the constant zeroth-order multipliers:

$$\eta^0_\nu+\sum_\mu\bar t^{\,0}_\mu A_{\mu\nu}=0. \tag{5}$$

They define a left state, and with it the two remaining building blocks:

$$\begin{aligned}
\langle\Lambda|&=\langle\mathrm{HF}|+\sum_\mu\bar t^{\,0}_\mu\langle\mu|e^{-T_0},\\
\eta^X_\mu&=\langle\Lambda|[X,\tau_\mu]|\mathrm{CC}\rangle,\qquad
F_{\mu\nu}=\langle\Lambda|[[H_0,\tau_\mu],\tau_\nu]|\mathrm{CC}\rangle .
\end{aligned}$$

$\eta^X$ measures how the Lagrangian's coupling to $X$ changes with the amplitudes, and $F$ is the field-free curvature of the Lagrangian. By the Jacobi identity, $F_{\mu\nu}-F_{\nu\mu}$ contains $[H_0,[\tau_\mu,\tau_\nu]]=0$, so $F$ is symmetric.

With the field on, put $T=T_0+S$ and $S=T_1+T_2+\dots$, where the subscript counts powers of the field. $S$ commutes with $T_0$, so

$$\Omega_\mu=\langle\mu|e^{-T_0}e^{-S}(H_0+V)e^S|\mathrm{CC}\rangle .$$

Its first-order part contains $V$ and $[H_0,T_1]$. Insert

$$t_1(t)=\sum_{s=\pm1}e^{-is\omega t}\sum_X\varepsilon_X(s\omega)\,t^X(s\omega).$$

Since $-i\partial_te^{-is\omega t}=-s\omega e^{-is\omega t}$, equation (3) becomes $\xi^X+At^X(s\omega)-s\omega t^X(s\omega)=0$, or

$$(A-s\omega)\,t^X(s\omega)=-\xi^X,\qquad s=\pm1. \tag{6}$$

These equations have unique solutions if neither $\omega$ nor $-\omega$ is an eigenvalue of $A$. Equation (5) likewise needs an invertible $A$. The expansion below also assumes that a periodic $t_2$ exists, which holds if $\pm2\omega$ are not eigenvalues either; the final formula contains no denominator at $2\omega$.

## 5. Second order: what survives

Since $\langle\mathrm{HF}|e^{-T_0}e^{-S}=\langle\mathrm{HF}|$, the quasienergy and the terms with $\bar t^{\,0}$ combine into

$$Q+\sum_\mu\bar t^{\,0}_\mu\Omega_\mu=\langle\Lambda|e^{-S}(H_0+V)e^S|\mathrm{CC}\rangle .$$

Use $e^{-S}Be^S=B+[B,S]+\tfrac12[[B,S],S]+\dots$ and collect second-order terms. Including the other multipliers,

$$\begin{aligned}
\{L\}_2=\Big\{&\langle\Lambda|[V,T_1]|\mathrm{CC}\rangle+\tfrac12\langle\Lambda|[[H_0,T_1],T_1]|\mathrm{CC}\rangle\\
&+\langle\Lambda|[H_0,T_2]|\mathrm{CC}\rangle-i\,\bar t^{\,0}\!\cdot\dot t_2\\
&+\bar t_1\!\cdot(\Omega_1-i\dot t_1)+\bar t_2\!\cdot\Omega_0\Big\}.
\end{aligned}$$

Here $\bar t_1,\bar t_2$ are multiplier corrections, and $\Omega_0,\Omega_1$ are orders of $\Omega$. The last two lines vanish term by term:

- $\langle\Lambda|[H_0,T_2]|\mathrm{CC}\rangle=(\eta^0+\bar t^{\,0}A)\cdot t_2=0$ by (5).
- $\bar t^{\,0}\cdot\dot t_2$ is the time derivative of a periodic function and averages to zero.
- $\bar t_1$ multiplies the first-order amplitude equation, which is satisfied.
- $\bar t_2$ multiplies the field-free amplitude equation, which is satisfied.

Thus the response needs $t_0$, $\bar t^{\,0}$ and the first-order amplitudes, but neither $t_2$ nor $\bar t_1$. The first line remains.

The average keeps products of opposite frequencies. In $\langle\Lambda|[V,T_1]|\mathrm{CC}\rangle$, the product $\varepsilon_X(-\omega)\varepsilon_Y(\omega)$ arises in two ways: $V$ supplies $X$ and $T_1$ supplies $t^Y(\omega)$, or $V$ supplies $Y$ and $T_1$ supplies $t^X(-\omega)$. In the term with $F$, either factor $T_1$ may carry $-\omega$. The two choices are equal because $F$ is symmetric, and they cancel the factor $\tfrac12$. Therefore

$$\{L\}_2=\sum_{XY}G_{XY}(\omega)\,\varepsilon_X(-\omega)\varepsilon_Y(\omega), \tag{7}$$

$$G_{XY}(\omega)=\eta^X\!\cdot t^Y(\omega)+\eta^Y\!\cdot t^X(-\omega)+t^X(-\omega)\cdot F\,t^Y(\omega). \tag{8}$$

For $X=Y$ the two field strengths remain separate variables, so no extra factor appears.

The static limit has the expected form. For a constant perturbation $\lambda X$, the second-order energy is $\lambda^2(\eta^X\!\cdot t+\tfrac12t\cdot Ft)$ with $At=-\xi^X$. Its second derivative, $2\eta^X\!\cdot t+t\cdot Ft$, is $G_{XX}(0)$.

## 6. Why a symmetrization is needed

For a Hermitian drive the exact $\{Q\}$ is real. A truncated CC quasienergy need not be: (3) is then a projection of the Schrödinger equation on part of the space, so the argument of section 3, which equates the CC average with the real exact one, no longer applies. We therefore differentiate $\mathrm{Re}\{L\}$.

The complex conjugate of (7) is $\sum_{XY}G_{XY}(\omega)^*\varepsilon_X(\omega)\varepsilon_Y(-\omega)$. Exchanging the labels gives $G_{YX}(\omega)^*$ as the coefficient of $\varepsilon_X(-\omega)\varepsilon_Y(\omega)$. From (8) and the symmetry of $F$, $G_{YX}(\omega)=G_{XY}(-\omega)$. Half the sum of $\{L\}_2$ and its conjugate gives the response function:

$$\boxed{\langle\langle X;Y\rangle\rangle_\omega=\tfrac12\left[G_{XY}(\omega)+G_{XY}(-\omega)^*\right]} \tag{9}$$

With real orbitals and real operators, all quantities in (8) are real. For $X=Y$, $G_{XX}(\omega)=G_{XX}(-\omega)$, so (9) changes nothing, and two linear solves suffice, one at $+\omega$ and one at $-\omega$. For $X\ne Y$, (9) uses the amplitudes of both operators at both signs.

The imaginary part can be seen directly. Drive the molecule with $\varepsilon_X(\pm\omega)=h$ and $\varepsilon_Y(\pm\omega)=\pm iwh$, where $h$ and $w$ are real; the two fields are a quarter period out of phase. The cross terms in (7) are $iwh^2G_{XY}(\omega)-iwh^2G_{YX}(\omega)$, so for real operators

$$\mathrm{Im}\{L\}_2=wh^2\left[G_{XY}(\omega)-G_{XY}(-\omega)\right]. \tag{10}$$

## 7. Poles and the exact limit

Suppose $A$ is diagonalizable, with $AR_k=\omega_kR_k$, $L_kA=\omega_kL_k$ and $L_k\cdot R_l=\delta_{kl}$. Equation (6) gives

$$t^Y(\omega)=\sum_k\frac{R_k\,(L_k\cdot\xi^Y)}{\omega-\omega_k}.$$

Near an isolated positive $\omega_k$, $G_{XY}$ thus behaves as a residue divided by $\omega-\omega_k$, with residue

$$\left[(\eta^X+F\,t^X(-\omega_k))\cdot R_k\right]\left[L_k\cdot\xi^Y\right]. \tag{11}$$

The eigenvalues of $A$ are the model's excitation energies. As $\omega$ approaches one with nonzero residue, the first-order amplitudes diverge, and the expansion in the field fails however weak a fixed field is. No damping has been included.

In the exact theory, let $c_n$ be the first-order coefficient of excited state $n$, with excitation energy $\omega_n$. It obeys $i\dot c_n=\omega_nc_n+\langle n|V|0\rangle$. Its $e^{-i\omega t}$ part is $\langle n|Y|0\rangle\varepsilon_Y(\omega)/(\omega-\omega_n)$. The conjugate of its $e^{i\omega t}$ part supplies the second term of

$$\langle\langle X;Y\rangle\rangle_\omega=\sum_{n>0}\left[\frac{\langle0|X|n\rangle\langle n|Y|0\rangle}{\omega-\omega_n}-\frac{\langle0|Y|n\rangle\langle n|X|0\rangle}{\omega+\omega_n}\right]. \tag{12}$$

Full CC retains all excitations, so (3) is the full Schrödinger equation in the given basis and (9) must equal (12). For $X=Y$, the residue is then the squared transition moment.

## 8. LiH in a minimal basis

Take LiH at 1.60 Å in the STO-3G basis, with all four electrons correlated in six orbitals. There are 225 determinants with two electrons of each spin, 92 CCSD amplitudes and 224 full CC amplitudes. All operators are represented as matrices over these determinants. So small a basis illustrates the theory but does not predict the measured polarizability, and the digits below belong to this basis alone. In aug-cc-pVDZ the static CCSD value is 26.1 a.u. instead of 10.5. Full configuration interaction with a frozen Li core in aug-cc-pVTZ gives about 26, 29 and 45 a.u. at $\omega=0$, 0.05 and 0.10 hartree. The residue of the lowest bright pole is then 0.90 instead of 0.54 bohr$^2$, and that pole supplies 91% of the rise instead of 99%. Its position varies between 3.48 and 3.64 eV from cc-pVDZ to aug-cc-pVTZ.

At $\omega=0.05$ hartree and $X=Y=z$, solving (5) and (6) for CCSD gives, in atomic units,

$$\begin{aligned}
\eta^z\!\cdot t^z(\omega)&=-8.6145,\\
\eta^z\!\cdot t^z(-\omega)&=-4.4848,\\
t^z(-\omega)\cdot F\,t^z(\omega)&=+1.2558 .
\end{aligned}$$

Their sum, taken before rounding, is $-11.8434$, so $\alpha_{zz}=11.843$ a.u., or 1.755 Å$^3$ as a polarizability volume. Without $F$ the result would be 13.099 a.u., about 11% above the complete CCSD value.

**Comparison with full CC.** Polarizabilities in atomic units are:

| $\omega$ (hartree) | CCSD | Full CC |
|---|---:|---:|
| 0 | 10.481 | 10.491 |
| 0.05 | 11.843 | 11.856 |
| 0.10 | 21.199 | 21.244 |

The sum (12), evaluated with the eigenstates of $H_0$, reproduces the full CC column. Relative to full CC, the CCSD error grows from 0.09% to 0.21% across the table.

**The rise toward resonance.** The lowest CCSD pole with an appreciable residue for $z$ lies at $\omega_1=0.13297$ hartree (3.618 eV), with residue $r=0.54434$ bohr$^2$. Full CC gives 0.13291 hartree and 0.54477 bohr$^2$. Since $G_{zz}$ is even in $\omega$, the pole at $-\omega_1$ has residue $-r$, and the pair contributes

$$\alpha_1(\omega)=\frac{2\omega_1r}{\omega_1^2-\omega^2}=\frac{0.14476}{0.017681-\omega^2}.$$

This is 8.19, 9.54 and 18.85 a.u. at the three frequencies. The remainder changes merely from 2.29 to 2.35 a.u., so this one pole accounts for nearly all of the rise.

**Differentiating the quasienergy itself.** The result can also be obtained without multipliers, $\eta$ or $F$. Let $V=hze^{i\omega t}+bze^{-i\omega t}$ and solve (3) iteratively with Fourier components from $-3\omega$ to $3\omega$. This drive need not be Hermitian, because (3) involves no complex conjugation. Shifting the origin of time multiplies $h$ and $b$ by opposite phases, so $\{Q\}$ depends on them through $hb$:

$$\{Q\}=Q_0+G_{zz}hb+q_2(hb)^2+q_3(hb)^3+\dots$$

Subtracting the values at $b=-h$ from those at $b=h$ and dividing by $2h^2$ gives $G_{zz}+q_3h^4+\dots$. For $h=10^{-3}$ and $5\times10^{-4}$ a.u., the deviation from (8) is $4.03\times10^{-4}$ and $2.50\times10^{-5}$ a.u. Halving the field reduces it by a factor of 16.1, close to the 16 that $h^4$ requires. An order-by-order expansion of (3) gives $q_3=3.98\times10^{8}$ a.u., which accounts for $3.98\times10^{-4}$ and $2.48\times10^{-5}$ a.u. The excess of about 1% falls roughly as $h^5$, the order at which sampling the period at seven times lets a seventh-order term into the average. At $h=10^{-4}$ it is $2.7\times10^{-8}$ a.u., against $4\times10^{-8}$ a.u. from the $h^4$ law. Rounding in $\{Q\}$, about $10^{-15}$ hartree, divided by $2h^2$ is about $5\times10^{-8}$ a.u., so this last value shows agreement at rounding level and does not test the law.

**Two different operators.** Take $X=z$ and $Y=z^2$, summed over electrons, with the origin at Li. CCSD gives $G_{XY}(\omega)=-30.99329$ and $G_{XY}(-\omega)=-30.99435$ a.u. Their mean, $-30.99382$ a.u., is the response function (9). The difference is $1.068\times10^{-3}$ a.u. The out-of-phase drive of section 6, with $w=0.2$ and two small values of $h$ extrapolated to zero, gives the same difference through (10). In full CC the difference falls to rounding level, about $10^{-14}$ a.u. The asymmetry here is therefore a consequence of truncating the cluster operator.

Numerical values quoted here were computed with a short program.
